**Quantum stress and force balance in the hydrogen ground state**

The program tests the one-particle equation of motion ∂ₜjᵢ = ∂ⱼσᵢⱼ − n∂ᵢv in atomic units, with σᵢⱼ = ¼∂ᵢ∂ⱼn − Re(∂ᵢψ\*∂ⱼψ). Here ψ is the wave function, n = |ψ|² the density, j = Im(ψ\*∇ψ) the momentum density and v = −1/r the potential; positive stress means tension. For a moving 1s–2p superposition, it asserts the equation of motion at 40 points and three times. For the 1s state, it asserts at 40 points that the stress has the derived tangential form and that its divergence equals n∇v. It also asserts the derived results for an alternative tensor, for the tensor without its Hessian term and for a trial exponent of 1.2. Quadrature tests compare the integrated trace of the stress with minus twice the kinetic energy, and the load on three half-spaces with the force across their boundary planes. The output shows zero radial stress, a tangential stress of −633.7 GPa at 1 bohr and a force of 41.19 nN across the plane through the nucleus.

## Verification by program

```python
"""
One-particle quantum stress tensor and force balance in hydrogen.

Result under test (atomic units, positive stress = tension):
    d(j_i)/dt = sum_j d_j sigma_ij - n d_i v
    sigma_ij = (1/4) d_i d_j n - Re(d_i psi^* d_j psi)
psi: wave function, n = |psi|^2, j = Im(psi^* grad psi): momentum density,
v = -1/r: potential of a fixed point nucleus.
For the 1s state the left side is zero, so div sigma = n grad v at r > 0.
Derivatives are taken in Cartesian coordinates from the definitions and
compared with the derived closed forms; integrals use quadrature.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.constants import physical_constants

x, y, z, t = sp.symbols("x y z t", real=True)
zeta = sp.symbols("zeta", positive=True)
coords = (x, y, z)
r = sp.sqrt(x**2 + y**2 + z**2)
v = -1 / r


def numeric(expression, arguments):
    f = sp.lambdify(arguments, expression, "numpy", cse=True)
    return lambda *a: np.squeeze(np.array(f(*a), dtype=float))


def gradient(f):
    return sp.Matrix([sp.diff(f, q) for q in coords])


def laplacian(f):
    return sum(sp.diff(f, q, 2) for q in coords)


def kinetic_part(re, im):
    """-Re(d_i psi^* d_j psi) for psi = re + i im."""
    a, b = gradient(re), gradient(im)
    return -(a * a.T + b * b.T)


def stress(re, im):
    return sp.hessian(re**2 + im**2, coords) / 4 + kinetic_part(re, im)


def divergence(tensor):
    return sp.Matrix([sum(sp.diff(tensor[i, k], coords[k])
                          for k in range(3)) for i in range(3)])


rng = np.random.default_rng(7)
directions = rng.normal(size=(40, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
points = directions * rng.uniform(0.2, 5.0, size=40)[:, None]

# --- Full equation of motion for a moving 1s-2p superposition ---
s_orb = sp.exp(-r) / sp.sqrt(sp.pi)
p_rad = sp.exp(-r / 2) / (8 * sp.sqrt(sp.pi))
c_s, c_p = sp.Rational(4, 5), sp.Rational(3, 5)
re = c_s * s_orb * sp.cos(t / 2) + c_p * p_rad * (
    x * sp.cos(t / 8) - y * sp.sin(t / 8))
im = c_s * s_orb * sp.sin(t / 2) + c_p * p_rad * (
    x * sp.sin(t / 8) + y * sp.cos(t / 8))
schroedinger = numeric(sp.Matrix([
    sp.diff(re, t) - (-laplacian(im) / 2 + v * im),
    sp.diff(im, t) + (-laplacian(re) / 2 + v * re)]), (x, y, z, t))
current = re * gradient(im) - im * gradient(re)
current_rate = numeric(sp.diff(current, t), (x, y, z, t))
moving_div = numeric(divergence(stress(re, im)), (x, y, z, t))
moving_load = numeric((re**2 + im**2) * gradient(v), (x, y, z, t))
motion_error = 0.0
for p in points:
    for time in (0.4, 1.3, 5.0):
        a = (*p, time)
        assert np.max(np.abs(schroedinger(*a))) < 1e-11
        error = current_rate(*a) - moving_div(*a) + moving_load(*a)
        motion_error = max(motion_error, np.max(np.abs(error)))
assert motion_error < 1e-10
sample = (0.7, -0.4, 0.9, 1.3)
assert np.min(np.abs(current_rate(*sample))) > 1e-6

# --- Exponential state; zeta = 1 is the hydrogen ground state ---
args = (x, y, z, zeta)
psi = zeta**sp.Rational(3, 2) * sp.exp(-zeta * r) / sp.sqrt(sp.pi)
zero = sp.Integer(0)
n_sym = psi**2
sigma_sym = stress(psi, zero)
alt_sym = sp.eye(3) * laplacian(n_sym) / 4 + kinetic_part(psi, zero)
local_energy = -laplacian(psi) / (2 * psi) + v
density = numeric(n_sym, args)
sigma = numeric(sigma_sym, args)
sigma_alt = numeric(alt_sym, args)
log_form = numeric(n_sym * sp.hessian(sp.log(n_sym), coords) / 4, args)
div_sigma = numeric(divergence(sigma_sym), args)
div_alt = numeric(divergence(alt_sym), args)
div_kinetic = numeric(divergence(kinetic_part(psi, zero)), args)
load = numeric(n_sym * gradient(v), args)
energy_force = numeric(-n_sym * gradient(local_energy), args)
grad_psi = numeric(gradient(psi), args)

trial_zeta = 1.2
balance_error = 0.0
for p in points:
    a, b = (*p, 1.0), (*p, trial_zeta)
    d = np.linalg.norm(p)
    unit = p / d
    n_here = np.exp(-2 * d) / np.pi
    radial = np.outer(unit, unit)
    tangential = np.eye(3) - radial
    closed = -n_here / (2 * d) * tangential
    assert np.allclose(sigma(*a), closed, rtol=1e-9, atol=1e-12)
    assert np.allclose(log_form(*a), sigma(*a), rtol=1e-9, atol=1e-12)
    assert np.allclose(sigma(*a) @ unit, 0, atol=1e-11)
    assert np.allclose(div_sigma(*a), load(*a), rtol=1e-8, atol=1e-11)
    balance_error = max(balance_error,
                        np.max(np.abs(div_sigma(*a) - load(*a))))
    alt_closed = -n_here / d * radial + n_here * (1 - 1 / d) * tangential
    assert np.allclose(sigma_alt(*a), alt_closed, rtol=1e-9, atol=1e-12)
    assert np.allclose(div_alt(*a), load(*a), rtol=1e-8, atol=1e-11)
    assert np.allclose(div_kinetic(*a), 2 * n_here * (1 - 1 / d) * unit,
                       rtol=1e-8, atol=1e-11)
    imbalance = div_sigma(*b) - load(*b)
    assert np.allclose(imbalance, energy_force(*b), rtol=1e-8, atol=1e-11)
    assert np.allclose(imbalance, (trial_zeta - 1) * density(*b)
                       * unit / d**2, rtol=1e-8, atol=1e-11)

# --- Integral checks: trace of the stress and forces across planes ---
R_MAX = 30.0
axis = np.array([2.0, -1.0, 2.0]) / 3.0
side = np.array([1.0, 2.0, 0.0]) / np.sqrt(5.0)


def shell_integral(f):
    return quad(lambda d: 4 * np.pi * d**2 * f(*(d * axis), 1.0),
                0, R_MAX, epsabs=1e-10, limit=200)[0]


norm = shell_integral(density)
trace_total = shell_integral(lambda *a: np.trace(sigma(*a)))
kinetic = shell_integral(lambda *a: 0.5 * np.sum(grad_psi(*a)**2))
assert abs(norm - 1) < 1e-8
assert abs(trace_total + 2 * kinetic) < 1e-8

nodes, weights = np.polynomial.legendre.leggauss(6)


def volume_load(height):
    """Integral of n dv/dz over the half-space z > height."""
    def shell(d):
        low = np.clip(height / d, -1.0, 1.0)
        mu = 0.5 * (1 + low) + 0.5 * (1 - low) * nodes
        values = [load(d * np.sqrt(1 - m * m), 0.0, d * m, 1.0)[2]
                  for m in mu]
        return np.pi * d**2 * (1 - low) * np.dot(weights, values)
    edge = abs(height)
    total = quad(shell, edge, R_MAX, epsabs=1e-9, limit=200)[0]
    if edge > 0:
        total += quad(shell, 0, edge, epsabs=1e-9, limit=200)[0]
    return total


def plane_force(tensor, height):
    """Integral of the zz stress over the plane z = height."""
    return quad(lambda s: 2 * np.pi * s * tensor(s, 0.0, height, 1.0)[2, 2],
                0, R_MAX, epsabs=1e-9, limit=200)[0]


plane_rows = []
for height in (-1.0, 0.0, 1.0):
    pull = volume_load(height)
    across = plane_force(sigma, height)
    across_alt = plane_force(sigma_alt, height)
    assert abs(pull + across) < 1e-7
    assert abs(across - across_alt) < 1e-7
    plane_rows.append((height, pull, across, across_alt))
assert abs(plane_rows[1][1] - 0.5) < 1e-7

# --- Printed results ---
hartree = physical_constants["Hartree energy"][0]
bohr = physical_constants["Bohr radius"][0]
to_gpa = hartree / bohr**3 / 1e9
to_nn = hartree / bohr * 1e9


def clean(value, digits=6):
    return f"{round(float(value), digits) + 0.0:.{digits}f}"


print("Hydrogen 1s; stress in Ha/bohr^3, force density in Ha/bohr^4")
for d in (0.5, 1.0, 2.0):
    a = (*(d * axis), 1.0)
    b = (*(d * axis), trial_zeta)
    S, A = sigma(*a), sigma_alt(*a)
    print(f"r = {d:.1f} bohr: density = {clean(density(*a))} bohr^-3")
    print("  radial stress =", clean(axis @ S @ axis),
          " tangential stress =", clean(side @ S @ side))
    print("  radial div sigma =", clean(axis @ div_sigma(*a)),
          " n dv/dr =", clean(axis @ load(*a)))
    print("  alternative tensor: radial =", clean(axis @ A @ axis),
          " tangential =", clean(side @ A @ side))
    print("  divergence without Hessian term =",
          clean(axis @ div_kinetic(*a)))
    print(f"  imbalance for trial zeta = {trial_zeta}:",
          clean(axis @ (div_sigma(*b) - load(*b))))
one = (*axis, 1.0)
print(f"Tangential stress at 1 bohr = "
      f"{side @ sigma(*one) @ side * to_gpa:.1f} GPa")
print(f"Largest 1s balance error, {len(points)} points = "
      f"{balance_error:.1e} Ha/bohr^4")
print("Integral of trace of stress =", clean(trace_total), "Ha")
print("Kinetic energy =", clean(kinetic), "Ha")
print("Half-space z > h: load integral, plane stress integral, alternative")
for height, pull, across, across_alt in plane_rows:
    print(f"  h = {height:.1f} bohr: {clean(pull)}, {clean(across)}, "
          f"{clean(across_alt)} Ha/bohr")
print(f"Load integral for h = 0: {plane_rows[1][1] * to_nn:.2f} nN")
print("Moving state 0.8 (1s) + 0.6 (2p, m=+1), Ha/bohr^4")
print("  point (x, y, z) =", sample[:3], "bohr, time =", sample[3], "a.u.")
for label, vector in (("dj/dt", current_rate(*sample)),
                      ("div sigma", moving_div(*sample)),
                      ("-n grad v", -moving_load(*sample))):
    print(f"  {label}:", ", ".join(clean(c) for c in vector))
print(f"  largest equation-of-motion error = {motion_error:.1e} Ha/bohr^4")
print("all good")
```

Running it gives:

```
Hydrogen 1s; stress in Ha/bohr^3, force density in Ha/bohr^4
r = 0.5 bohr: density = 0.117100 bohr^-3
  radial stress = 0.000000  tangential stress = -0.117100
  radial div sigma = 0.468399  n dv/dr = 0.468399
  alternative tensor: radial = -0.234199  tangential = -0.117100
  divergence without Hessian term = -0.234199
  imbalance for trial zeta = 1.2: 0.132535
r = 1.0 bohr: density = 0.043079 bohr^-3
  radial stress = 0.000000  tangential stress = -0.021539
  radial div sigma = 0.043079  n dv/dr = 0.043079
  alternative tensor: radial = -0.043079  tangential = 0.000000
  divergence without Hessian term = 0.000000
  imbalance for trial zeta = 1.2: 0.009980
r = 2.0 bohr: density = 0.005830 bohr^-3
  radial stress = 0.000000  tangential stress = -0.001458
  radial div sigma = 0.001458  n dv/dr = 0.001458
  alternative tensor: radial = -0.002915  tangential = 0.002915
  divergence without Hessian term = 0.005830
  imbalance for trial zeta = 1.2: 0.000226
Tangential stress at 1 bohr = -633.7 GPa
Largest 1s balance error, 40 points = 5.6e-17 Ha/bohr^4
Integral of trace of stress = -1.000000 Ha
Kinetic energy = 0.500000 Ha
Half-space z > h: load integral, plane stress integral, alternative
  h = -1.0 bohr: 0.030133, -0.030133, -0.030133 Ha/bohr
  h = 0.0 bohr: 0.500000, -0.500000, -0.500000 Ha/bohr
  h = 1.0 bohr: 0.030133, -0.030133, -0.030133 Ha/bohr
Load integral for h = 0: 41.19 nN
Moving state 0.8 (1s) + 0.6 (2p, m=+1), Ha/bohr^4
  point (x, y, z) = (0.7, -0.4, 0.9) bohr, time = 1.3 a.u.
  dj/dt: -0.001179, -0.000464, -0.000188
  div sigma: 0.007238, -0.005274, 0.010634
  -n grad v: -0.008417, 0.004810, -0.010822
  largest equation-of-motion error = 1.1e-16 Ha/bohr^4
all good
```
